# The Oudar–Chemla two-level model of second-harmonic hyperpolarizability

A molecule with an electron donor at one end and an acceptor at the other can have one strong low-lying excitation that moves charge along its axis. This problem asks how such an excitation makes the molecule radiate at twice the frequency of the light that drives it.

**Setting.** Keep two electronic states, the ground state $g$ and one excited state $e$, separated by the gap $E>0$. The nuclei are fixed, and the dipole operator $d$ and the field $F$ both point along one axis. The wavefunctions are real, so the transition dipole $\mu=\langle g|d|e\rangle$ is real. The dipole change on excitation is $\Delta=d_{ee}-d_{gg}$. There is no damping. The field is

$$F(t)=F_0\cos\omega t,\qquad w\equiv\hbar\omega ,$$

switched on slowly while the system is in $g$.

**Convention.** In a static field the dipole is expanded as a Taylor series,

$$p=d_{gg}+\alpha F+\tfrac12\beta F^2+\dots$$

If the response were instantaneous, the quadratic term in an oscillating field would be $\tfrac12\beta F_0^2\cos^2\omega t=\tfrac14\beta F_0^2(1+\cos2\omega t)$. At finite frequency the two pieces have different coefficients, which are defined by

$$p^{(2)}(t)=\tfrac14F_0^2\left[\beta(0;\omega,-\omega)+\beta(-2\omega;\omega,\omega)\cos2\omega t\right].$$

The second coefficient describes second-harmonic generation, the first optical rectification. If the series is written without the factor $\tfrac12$, every $\beta$ below is halved.

## (a) Hamiltonian and dipole

*Write the Hamiltonian in the basis $(g,e)$, remove what has no effect, and express the induced dipole through the excited population and the coherence.*

**Solution.** The Hamiltonian is $H=H_0-dF$. Its diagonal elements are $-d_{gg}F$ and $E-d_{ee}F$. Adding $d_{gg}F$ to both changes only the common phase of the two amplitudes, which no expectation value contains. What remains is

$$H=\begin{pmatrix}0&-\mu F\\-\mu F&E-\Delta F\end{pmatrix}.$$

The field therefore does two things: it mixes the states through $\mu$, and it shifts the gap through $\Delta$.

For the state $c_g|g\rangle+c_e|e\rangle$, define the population $n=|c_e|^2$ and the coherence $q=c_ec_g^*$. Since $|c_g|^2=1-n$,

$$p=d_{gg}(1-n)+d_{ee}n+\mu(c_g^*c_e+c_e^*c_g)=d_{gg}+\Delta\,n+2\mu\,\mathrm{Re}\,q .$$

The induced dipole has a population part $\Delta n$ and a coherence part $2\mu\,\mathrm{Re}\,q$.

## (b) Equation of motion

*Find the equation for $q$, and separate it into orders of the field up to the second.*

**Solution.** The Schrödinger equation gives

$$i\hbar\dot c_g=-\mu Fc_e,\qquad i\hbar\dot c_e=-\mu Fc_g+(E-\Delta F)c_e .$$

The complex conjugate of the first equation is $i\hbar\dot c_g^*=+\mu Fc_e^*$. The product rule then yields

$$i\hbar\dot q=(i\hbar\dot c_e)c_g^*+c_e(i\hbar\dot c_g^*)
=-\mu F|c_g|^2+(E-\Delta F)q+\mu F|c_e|^2 ,$$

$$i\hbar\dot q=(E-\Delta F)q-\mu F(1-2n).$$

For this pure state $|q|^2=|c_e|^2|c_g|^2=n(1-n)$. The coherence starts at first order in $F$, so $n$ starts at second order and $n^{(2)}=|q_1|^2$. The term $2\mu Fn$ is then of third order and is dropped. Collecting equal powers of the field,

$$i\hbar\dot q_1=Eq_1-\mu F,\qquad i\hbar\dot q_2=Eq_2-\Delta F\,q_1 .$$

The second equation shows where the dipole change enters: the field modulates the gap while the first-order coherence is already oscillating.

## (c) First order

*Solve for $q_1$ and find the polarizability $\alpha(\omega)$.*

**Solution.** Describe the slow switch-on by multiplying the field by $e^{\eta t}$ with a small $\eta>0$, and write the cosine as two exponentials. For the part driven by $e^{-i\omega t}$ insert $q_1=a\,e^{(\eta-i\omega)t}$:

$$(w+i\hbar\eta)a=Ea-\tfrac12\mu F_0\quad\Rightarrow\quad a=\frac{\mu F_0/2}{E-w-i\hbar\eta}.$$

The part driven by $e^{+i\omega t}$ follows by $w\to-w$. A free oscillation $Ce^{-iEt/\hbar}$ would also solve the equation without the field, but it does not vanish in the distant past, when the system is in $g$. Hence $C=0$. Away from resonance $\eta$ can now go to zero:

$$q_1=\frac{\mu F_0}{2}\left[\frac{e^{-i\omega t}}{E-w}+\frac{e^{i\omega t}}{E+w}\right].$$

The first-order dipole is

$$2\mu\,\mathrm{Re}\,q_1=\mu^2F_0\left[\frac1{E-w}+\frac1{E+w}\right]\cos\omega t,
\qquad \alpha(\omega)=\frac{2\mu^2E}{E^2-w^2}.$$

It has one resonance, at $w=E$, and does not depend on $\Delta$.

## (d) The two contributions at $2\omega$

*Find the parts of $\beta(-2\omega;\omega,\omega)$ that come from the population and from the coherence.*

**Solution.** *Population.* In $|q_1|^2$ the squares of the two terms are constant in time, and the cross terms oscillate at $2\omega$:

$$n^{(2)}\Big|_{2\omega}=\frac{\mu^2F_0^2}{4}\,\frac{e^{-2i\omega t}+e^{2i\omega t}}{(E-w)(E+w)}
=\frac{\mu^2F_0^2}{2(E^2-w^2)}\cos2\omega t .$$

Multiplying by $\Delta$ gives the dipole, and by definition its amplitude is $\tfrac14\beta F_0^2$. Therefore

$$\beta_{\rm pop}=\frac{2\mu^2\Delta}{E^2-w^2}.$$

*Coherence.* The $e^{-2i\omega t}$ part of the source $\Delta Fq_1$ has the coefficient

$$S=\Delta\cdot\frac{F_0}{2}\cdot\frac{\mu F_0}{2}\cdot\frac1{E-w}=\frac{\mu\Delta F_0^2}{4(E-w)} .$$

With $q_2=Ae^{-2i\omega t}$ the equation of motion becomes $2wA=EA-S$, so $A=S/(E-2w)$. The $e^{2i\omega t}$ part again follows by $w\to-w$. Both coefficients are real, so

$$\mathrm{Re}\,q_2\Big|_{2\omega}=\frac{\mu\Delta F_0^2}{4}\left[\frac1{(E-w)(E-2w)}+\frac1{(E+w)(E+2w)}\right]\cos2\omega t .$$

Over the common denominator, the numerator of the bracket is

$$(E+w)(E+2w)+(E-w)(E-2w)=2E^2+4w^2 ,$$

because the terms $\pm3Ew$ cancel. Multiplying by $2\mu$ for the dipole and by $4/F_0^2$ for $\beta$,

$$\beta_{\rm coh}=\frac{4\mu^2\Delta\,(E^2+2w^2)}{(E^2-w^2)(E^2-4w^2)} .$$

The population part has no pole at $2w=E$. The two-photon resonance comes from the coherence, which is driven at $2\omega$ and has the natural frequency $E/\hbar$.

## (e) The hyperpolarizability

*Add the two parts, and write the result as a static value times a dispersion factor.*

**Solution.** Bring $\beta_{\rm pop}$ to the denominator of $\beta_{\rm coh}$ by multiplying its numerator and denominator by $E^2-4w^2$. The sum of the numerators is

$$2\mu^2\Delta(E^2-4w^2)+4\mu^2\Delta(E^2+2w^2)=6\mu^2\Delta E^2 ,$$

since $-8w^2$ and $+8w^2$ cancel. Hence

$$\boxed{\;\beta(-2\omega;\omega,\omega)=\frac{6\mu^2\Delta}{E^2}\,D(w),\qquad
D(w)=\frac{E^4}{(E^2-w^2)(E^2-4w^2)}\;}$$

This is the Oudar–Chemla two-level expression in the Taylor convention. At $w=0$ the factor $D$ equals 1.

The transition dipole enters squared, so its arbitrary sign does not matter. The dipole change enters linearly: if excitation moves charge the other way, $\beta$ changes sign. If $\Delta=0$, the two-level $\beta$ vanishes, however strong the absorption.

For small photon energies, expanding both denominators to order $w^2$ gives

$$D\approx1+\frac{w^2}{E^2}+\frac{4w^2}{E^2}=1+\frac{5w^2}{E^2} .$$

Four fifths of this initial rise come from the two-photon denominator.

## (f) A check in a static field

*Obtain the static $\beta$ without time-dependent perturbation theory. Show also how $\Delta$ can be read from excitation energies.*

**Solution.** For constant $F$ the matrix of part (a) has the eigenvalues

$$\varepsilon_\pm=\tfrac12\left[(E-\Delta F)\pm\sqrt{(E-\Delta F)^2+4\mu^2F^2}\,\right].$$

For a weak field, $\sqrt{x^2+y^2}\approx x+y^2/(2x)$ with $x=E-\Delta F$ and $y=2\mu F$. The lower eigenvalue is then

$$\varepsilon_-\approx-\frac{\mu^2F^2}{E-\Delta F}\approx-\frac{\mu^2F^2}{E}-\frac{\mu^2\Delta F^3}{E^2}.$$

The next correction is of order $F^4$. By the Hellmann–Feynman theorem the dipole of an eigenstate is minus the field derivative of its energy. The term $-d_{gg}F$ removed in part (a) supplies $d_{gg}$, so

$$p=d_{gg}+\frac{2\mu^2}{E}F+\frac{3\mu^2\Delta}{E^2}F^2 .$$

The last term is $\tfrac12\beta F^2$, which gives $\beta=6\mu^2\Delta/E^2$, as in part (e). The linear term agrees with $\alpha(0)$.

The excitation energy in the field is the difference of the eigenvalues,

$$\varepsilon_+-\varepsilon_-=\sqrt{(E-\Delta F)^2+4\mu^2F^2}=E-\Delta F+O(F^2).$$

Its slope at zero field is $-\Delta$. The dipole change can thus be found from excitation energies computed in two weak opposite fields.

## (g) The two resonances

*Find the behaviour near each pole and the sign of $\beta$ in each frequency range. When does the formula fail?*

**Solution.** Near the two-photon resonance put $w=E/2+\delta$ with $|\delta|\ll E$. Then $E^2-4w^2\approx-4E\delta$ and $E^2-w^2\approx\tfrac34E^2$, so

$$D\approx-\frac{E}{3\delta}\qquad(w\approx E/2).$$

Near the one-photon resonance put $w=E+\delta$. Then $E^2-w^2\approx-2E\delta$ and $E^2-4w^2\approx-3E^2$, so

$$D\approx+\frac{E}{6\delta}\qquad(w\approx E).$$

For $\Delta>0$, $\beta$ is positive below $E/2$, negative between $E/2$ and $E$, and positive above $E$. A change of sign means that the second-harmonic dipole shifts in phase by $\pi$. For $w\gg E$ the factor falls as $E^4/(4w^4)$.

The divergence belongs to the undamped, weak-field expansion. The formula needs detunings that are large compared with the linewidth of the transition. The amplitudes found above must also be small, so at least

$$\frac{\mu F_0}{2|E-w|}\ll1,\qquad \frac{\mu|\Delta|F_0^2}{4|E-w||E-2w|}\ll1 .$$

At a pole one of these conditions fails for any field strength. Near the two-photon pole a third condition is usually the stricter one. The light pushes $g$ down and $e$ up by $\tfrac14\alpha F_0^2$ each, so the gap grows by $\tfrac12\alpha F_0^2$, and this shift must be small against $|E-2w|$. With the model values of part (i), $w=0.0594$ hartree and $F_0=10^{-3}$ a.u., the two parameters above are only 0.025 and 0.04, yet the shift is 8 percent of the detuning and $\beta$ is 8 percent below the formula.

## (h) Is the dispersion factor the same for rectification?

*Find $\beta(0;\omega,-\omega)$ and compare.*

**Solution.** The constant part of $|q_1|^2$ is

$$\frac{\mu^2F_0^2}{4}\left[\frac1{(E-w)^2}+\frac1{(E+w)^2}\right]=\frac{\mu^2F_0^2}{2}\,\frac{E^2+w^2}{(E^2-w^2)^2}.$$

The constant part of the source $\Delta Fq_1$ is

$$\frac{\mu\Delta F_0^2}{4}\left[\frac1{E-w}+\frac1{E+w}\right]=\frac{\mu\Delta F_0^2E}{2(E^2-w^2)} .$$

A constant $q_2$ satisfies $0=Eq_2-\text{source}$, so it equals this expression divided by $E$. Multiplying the population by $\Delta$, the coherence by $2\mu$, and both by $4/F_0^2$,

$$\beta(0;\omega,-\omega)=\frac{2\mu^2\Delta(E^2+w^2)}{(E^2-w^2)^2}+\frac{4\mu^2\Delta}{E^2-w^2}
=\frac{2\mu^2\Delta(3E^2-w^2)}{(E^2-w^2)^2}.$$

The static limit is again $6\mu^2\Delta/E^2$, but the dispersion differs. There is no pole at $E/2$, because no part of this response oscillates at $2\omega$, and the pole at $E$ is now double.

Rectification is also more sensitive to damping than the second harmonic. In Bloch equations with population lifetime $T_1$ and coherence lifetime $T_2$, the steady constant population far from resonance is multiplied by $2T_1/T_2$. This factor is 1 without pure dephasing and can be large with it, so a detuning large against the linewidth does not by itself secure this formula.

## (i) A numerical case

*Take the round model values $E=0.120$ hartree, $\mu=3.0$, $d_{gg}=2.0$, $d_{ee}=6.0$ and $w=0.045$ hartree, in atomic units. Evaluate $\beta$ and its parts.*

**Solution.** The dipole change is $\Delta=6.0-2.0=4.0$. The static value is

$$\beta_0=\frac{6\cdot3^2\cdot4}{0.120^2}=\frac{216}{0.0144}=15000\ \text{a.u.}$$

The two denominators are $E^2-w^2=0.0144-0.002025=0.012375$ and $E^2-4w^2=0.0144-0.0081=0.0063$. This gives

$$D=\frac{0.0144^2}{0.012375\cdot0.0063}=2.66,\qquad \beta=2.66\,\beta_0\approx3.99\times10^4\ \text{a.u.}$$

The parts are

$$\beta_{\rm pop}=\frac{72}{0.012375}\approx5.8\times10^3,\qquad
\beta_{\rm coh}=\frac{144\,(0.0144+0.00405)}{0.012375\cdot0.0063}\approx3.41\times10^4\ \text{a.u.}$$

In the static limit the coherence part is twice the population part. In general the ratio is $2(E^2+2w^2)/(E^2-4w^2)$. Here it is almost six: measured in units of $E^2$, the numerator raises it by a factor 1.28 and the small denominator $E^2-4w^2$ by a factor 2.29. Without damping, rectification at the same photon energy gives about $1.94\times10^4$ a.u., less than half the second-harmonic value.

In other units $\beta_0$ is $1.30\times10^{-28}$ esu, or $4.81\times10^{-49}\ \mathrm{C^3\,m^3\,J^{-2}}$. At $w$, $\beta$ is $3.45\times10^{-28}$ esu, or $1.28\times10^{-48}\ \mathrm{C^3\,m^3\,J^{-2}}$.

For $F_0=10^{-4}$ a.u. the second-harmonic dipole has the amplitude $\tfrac14\beta F_0^2\approx1.0\times10^{-4}$ a.u. The dipole at the driving frequency has the amplitude $\alpha F_0=174.55\times10^{-4}\approx1.7\times10^{-2}$ a.u. The ratio is about 0.6 percent. The smallness parameters of part (g) are $1.5\times10^{-4}/0.075=0.002$ and $1.2\times10^{-7}/(4\cdot0.075\cdot0.030)\approx1.3\times10^{-5}$, so both necessary conditions hold. The light shift of the gap, $\tfrac12\alpha F_0^2\approx8.7\times10^{-7}$ hartree, is $3\times10^{-5}$ of $E-2w$. The real-time run described below, at three times this field, deviates from the formula by only about 0.1 percent.

Across the resonances the factor behaves as follows.

| $w$ (hartree) | $D(w)$ |
|---|---|
| 0.0250 | 1.26 |
| 0.0594 | 66.6 |
| 0.0606 | −66.8 |
| 0.0900 | −1.83 |
| 0.1188 | −17.2 |
| 0.1212 | 16.2 |
| 0.1500 | 0.34 |

One percent from the two-photon pole, $|\delta|=0.0006$ and the estimate $E/(3|\delta|)$ is 66.7. One percent from the one-photon pole, $|\delta|=0.0012$ and $E/(6|\delta|)$ is 16.7. Both agree with the table to within a few percent.

These formulas were tested against the periodic steady state of the full two-level Hamiltonian, found by diagonalizing its Floquet matrix. The tests covered $\alpha$, both parts of $\beta$, their sum and rectification at eight photon energies. The largest deviation was $4.2\times10^{-5}$ relative to the formula. A real-time propagation with a slow switch-on gave a $\beta$ lower than the formula by about 0.1 percent. This deviation comes from the finite field of that run: the periodic steady state at the same field lies lower by the same 0.09 percent, and the deviation grows as $F_0^2$. The values are in the numerical output.

## (j) Use with time-dependent density functional theory

*Where can $E$, $\mu$ and $\Delta$ come from, and what does an error in the gap do to $\beta$?*

**Solution.** Linear-response time-dependent density functional theory gives excitation energies and transition dipoles, hence $E$ and $\mu$. Repeating the calculation in weak static fields gives $\Delta$ from the slope found in part (f). With an approximate functional all three inputs are approximate. The two-level formula also leaves out all other excited states, which a full quadratic-response calculation includes within its functional and basis. If both use the same functional and basis, a clear difference points to contributions beyond the two-level formula. Agreement alone does not prove that one excitation dominates, because the contributions left out can cancel one another.

To see the effect of the gap, keep $\mu$, $\Delta$ and $w$ fixed and differentiate the logarithm of $\beta=6\mu^2\Delta E^2/[(E^2-w^2)(E^2-4w^2)]$:

$$\frac{d\ln\beta}{d\ln E}=2-\frac{2E^2}{E^2-w^2}-\frac{2E^2}{E^2-4w^2}.$$

At $w=0$ this is $-2$. In the example it is $2-2.33-4.57=-4.9$, so a small relative error in the gap is magnified almost five times.

For a gap 10 percent too low, $E=0.108$ hartree, the static value rises by the factor $1/0.9^2=1.235$. At $w=0.045$ hartree the factor is 1.84. This exceeds the linear estimate of 1.49. The three factors $E^2$, $1/(E^2-w^2)$ and $1/(E^2-4w^2)$ change by 0.81, 1.28 and 1.77, against linear estimates of 0.80, 1.23 and 1.46. The largest departure is in the two-photon denominator, whose pole has moved from 0.060 to 0.054 hartree, closer to the photon energy. An error in the gap that is tolerable for a static hyperpolarizability can therefore spoil a second-harmonic value below the two-photon resonance. When two calculations are compared at one frequency, part of their difference may be nothing more than a difference in distance from resonance. These factors hold $\mu$ and $\Delta$ fixed. A change of functional also changes them, and for the static value their effect through $\mu^2\Delta$ can be as large as that of the gap.

## Values computed for the example and the checks

```
gap E = 0.120 hartree = 3.265 eV
photon energy w = 0.045 hartree
transition dipole mu = 3.0 a.u.
ground dipole = 2.0 a.u.
excited dipole = 6.0 a.u.
dipole change Delta = 4.0 a.u.
Delta from slope of gap in field = 4.00000 a.u.
two-photon resonance at w = 0.060 hartree
one-photon resonance at w = 0.120 hartree
alpha(w), formula = 174.55 a.u.
static beta, formula = 15000.0 a.u.
static beta, finite field = 15000.0 a.u.
static beta, without-1/2 convention = 7500.0 a.u.
dispersion factor at w = 2.6597
population part of beta = 5818.2 a.u.
coherence part of beta = 34077.9 a.u.
beta(-2w;w,w), formula = 39896.1 a.u.
beta(-2w;w,w), Floquet = 39896.1 a.u.
beta(-2w;w,w), real time = 39859.7 a.u.
field amplitude in real-time run = 3.0e-04 a.u.
rectification beta(0;w,-w) = 19358.7 a.u.
static beta = 4.810e-49 C^3 m^3 J^-2
static beta = 1.296e-28 esu
beta(-2w;w,w) = 1.279e-48 C^3 m^3 J^-2
beta(-2w;w,w) = 3.447e-28 esu
example field F0 = 1.0e-04 a.u.
2w dipole amplitude at F0 = 9.974e-05 a.u.
1w dipole amplitude at F0 = 1.745e-02 a.u.
w (hartree) | factor | beta formula (a.u.) | beta Floquet (a.u.)
0.0250 | 1.2650 | 18974.8 | 18974.8
0.0450 | 2.6597 | 39896.1 | 39896.1
0.0594 | 66.5602 | 998402.4 | 998401.6
0.0606 | -66.7824 | -1001736.5 | -1001737.2
0.0900 | -1.8286 | -27428.6 | -27428.6
0.1188 | -17.2070 | -258104.7 | -258097.4
0.1212 | 16.1509 | 242263.6 | 242256.8
0.1500 | 0.3386 | 5079.4 | 5079.4
largest relative error, all Floquet tests = 4.2e-05
gap lowered by 10 percent = 0.108 hartree
static beta, lowered/original gap = 1.235
beta at w, lowered/original gap = 1.838
```
